# The J = 1 to 0 Einstein coefficient of carbon monoxide

## Problem

A carbon monoxide molecule in its electronic and vibrational ground state has a permanent dipole moment of 0.11 debye along its axis. Treat the molecule as a rigid rotor with an assumed bond length, taken as a model input, of 1.13 Å and atomic masses 12 u and 16 u. It is in the rotational level $J=1$, in free space, with no other radiation present.

(a) Show that the line-strength factor for emission from level $J+1$ to level $J$ is $(J+1)/(2J+3)$.

(b) Compute the Einstein coefficient $A_{10}$, the probability per unit time that the molecule emits a photon and drops to $J=0$.

(c) Decide how many digits of the answer the given data support.

The bond length is part of the data because the dipole alone does not fix the rate: the transition frequency is needed too, and it enters as a cube.

**Units.** General formulas are written in Gaussian form. Numbers are worked out in Rydberg atomic units, in which $\hbar=1$, $m_e=1/2$ and $e^2=2$. The unit of length is then the Bohr radius $a_0=\hbar^2/(m_ee^2)$, and the unit of energy is the rydberg, $e^2/(2a_0)$. Since $\alpha=e^2/(\hbar c)$, the speed of light is $c=2/\alpha$. Rates come out in Ry/$\hbar$.

## Hints

1. The energy of a rigid rotor is $L^2/(2I)$. Find the moment of inertia $I$ about the centre of mass, then the gap between $J=1$ and $J=0$.

2. The molecule couples to the electric field through $-\mathbf D\cdot\mathbf E$, with $\mathbf D=\mu\hat{\mathbf n}$ and $\hat{\mathbf n}$ the unit vector along the axis. The strength of the field in an empty mode follows from its zero-point energy $\hbar\omega/2$.

3. Sum the emission probability over all photon directions and both polarizations. This sum produces one factor containing a 3.

4. The transition dipole is not $\mu$. It is the matrix element of $\mu\hat{\mathbf n}$ between two rotational states, and its square contains a second, separate 3.

5. For general $J$, use $\hat{\mathbf n}\cdot\hat{\mathbf n}=1$. Acting on a state of level $J$, the vector $\hat{\mathbf n}$ leads only to levels $J+1$ and $J-1$, so the two strengths add up to one.

## Solution

### The transition frequency

Let the masses be $m_1$ and $m_2$, a distance $r$ apart. Their distances from the centre of mass are $m_2r/(m_1+m_2)$ and $m_1r/(m_1+m_2)$, so

$$I=\frac{m_1m_2^2+m_2m_1^2}{(m_1+m_2)^2}\,r^2=\frac{m_1m_2}{m_1+m_2}\,r^2=Mr^2 ,$$

where $M$ is the reduced mass. The eigenvalues of $L^2$ are $\hbar^2J(J+1)$, hence

$$E_J=BJ(J+1),\qquad B=\frac{\hbar^2}{2Mr^2}.$$

The gap between neighbouring levels is

$$\hbar\omega=E_{J+1}-E_J=B(J+1)\big[(J+2)-J\big]=2B(J+1),$$

which is $2B$ for $J=0$. In Rydberg units $M=(M/m_e)\,m_e=(M/m_e)/2$, so the 2 in the denominator of $B$ cancels and $B=(m_e/M)/r^2$.

The reduced mass is $12\times16/28=6.8571$ u, or 12499.8 electron masses, and the bond length is $2.1354\,a_0$. Therefore

$$B=\frac{1}{12499.8\times(2.1354)^2}=1.7545\times10^{-5}\ \text{Ry},$$

and $\omega=2B=3.5089\times10^{-5}$ Ry. As an ordinary frequency this is about 115 GHz, a millimetre wave.

### The coupling to one field mode

Put the field in a large box of volume $V$. A running-wave mode with wave vector $\mathbf k$, frequency $\omega_k=ck$ and real unit polarization vector $\boldsymbol\epsilon\perp\mathbf k$ contributes

$$\mathbf E(\mathbf x)=\mathcal E\,\boldsymbol\epsilon\,\big(a\,e^{i\mathbf k\cdot\mathbf x}+a^\dagger e^{-i\mathbf k\cdot\mathbf x}\big)$$

to the electric field, where $a$ removes a photon and $a^\dagger$ adds one. In the empty mode only the product $aa^\dagger$ has a non-zero mean, equal to 1, so $\langle E^2\rangle=\mathcal E^2$ everywhere. The magnetic field of a running wave has the same strength in Gaussian units. The field energy must equal the zero-point energy:

$$\frac{V}{8\pi}\big(\mathcal E^2+\mathcal E^2\big)=\frac{\hbar\omega_k}{2}\quad\Rightarrow\quad \mathcal E^2=\frac{2\pi\hbar\omega_k}{V}.$$

The phase $\mathbf k\cdot\mathbf x$ changes across the molecule by at most about $\omega r/c=2.7\times10^{-7}$. The field is therefore uniform over the molecule to excellent accuracy, and the molecule may be placed at $\mathbf x=0$. The matrix element for going from rotor state $i$ to rotor state $f$ while creating one photon is

$$W=-\mathcal E\,\boldsymbol\epsilon\cdot\mathbf d,\qquad \mathbf d=\langle f|\mu\hat{\mathbf n}|i\rangle .$$

### From the coupling to a rate

In first-order perturbation theory the probability that a photon is in a given mode after time $t$ is

$$P_k(t)=\frac{|W|^2}{\hbar^2}\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2},\qquad \Delta=\omega_k-\omega .$$

As a function of $\Delta$ this is a peak of width about $1/t$ and area $2\pi t\,|W|^2/\hbar^2$. If $1/t\ll\omega$, everything else in the sum over modes is constant across the peak. Modes far from the peak contribute a part that does not keep growing with $t$ and is not counted as emission. That part is finite only if the mode sum is cut off at high frequency, where the uniform-field approximation fails. With a cutoff near $c/r$ it is a constant probability of order $10^{-7}$, which the peak overtakes after a few seconds. The probability collected in the peak grows in proportion to $t$, at the rate

$$A=\frac{2\pi}{\hbar^2}\sum_{\text{modes}}|W|^2\,\delta(\omega_k-\omega).$$

First order also requires $t\ll1/A$. Both conditions can be met together when $A\ll\omega$, which the final numbers will confirm.

The modes in the box become a continuum:

$$\sum_{\text{modes}}\to\sum_{\boldsymbol\epsilon}\int\frac{V\,d^3k}{(2\pi)^3}=\sum_{\boldsymbol\epsilon}\int\frac{V\omega_k^2\,d\omega_k\,d\Omega}{(2\pi)^3c^3}.$$

Inserting $|W|^2$ and using the delta function,

$$A=\frac{2\pi}{\hbar^2}\cdot\frac{2\pi\hbar\omega}{V}\cdot\frac{V\omega^2}{(2\pi)^3c^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2=\frac{\omega^3}{2\pi\hbar c^3}\int d\Omega\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf d|^2 .$$

The box volume has cancelled. The two polarization vectors and $\hat{\mathbf k}$ form an orthonormal set, so the polarization sum is $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. Averaged over all directions of $\hat{\mathbf k}$, the second term is $|\mathbf d|^2/3$. The integral is thus $4\pi(1-\tfrac13)|\mathbf d|^2=(8\pi/3)|\mathbf d|^2$, and

$$A=\frac{4\omega^3|\mathbf d|^2}{3\hbar c^3}.$$

The 3 in this denominator belongs to the photon: it records that light is transverse.

### The transition dipole for J = 1 to 0

The lower state is $Y_{00}=1/\sqrt{4\pi}$. Take first the upper state with $M'=0$, $Y_{10}=\sqrt{3/4\pi}\,\cos\theta$. The $x$ and $y$ components of $\hat{\mathbf n}$ vary as $\cos\varphi$ and $\sin\varphi$ and integrate to zero. The $z$ component gives

$$\langle00|\cos\theta|10\rangle=\frac{\sqrt3}{4\pi}\,2\pi\int_{-1}^{1}u^2\,du=\frac{\sqrt3}{4\pi}\cdot\frac{4\pi}{3}=\frac1{\sqrt3}.$$

Therefore $|\mathbf d|^2=\mu^2/3$.

For $M'=1$, $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\varphi}$. Now the $z$ component vanishes, and the $x$ component is

$$\langle00|\sin\theta\cos\varphi|11\rangle=-\frac{\sqrt3}{4\sqrt2\,\pi}\int_0^\pi\sin^3\theta\,d\theta\int_0^{2\pi}\cos\varphi\,e^{i\varphi}d\varphi=-\frac{\sqrt3}{4\sqrt2\,\pi}\cdot\frac43\cdot\pi=-\frac1{\sqrt6}.$$

The $y$ component has $\sin\varphi$ in place of $\cos\varphi$, which turns $\pi$ into $i\pi$ and gives $-i/\sqrt6$. The squares add to $\tfrac16+\tfrac16=\tfrac13$, as before. The state $M'=-1$ is the complex conjugate up to a sign and gives the same. The rate does not depend on how the molecule was oriented, and no extra factor for the three upper states appears.

### The factor for general J

Let $s_J$ be the sum of $|\langle J-1,M|\hat{\mathbf n}|J,M'\rangle|^2$ over the final $M$, for one initial $M'$. Rates into different final states add, so this is the factor that multiplies $\mu^2$.

*It is the same for every $M'$.* It is the expectation value of $O=\sum_i\hat n_iP\hat n_i$, where $P$ projects onto level $J-1$. This operator is unchanged by rotations, so it commutes with $L_+$ and $L_-$, which move $M'$ up and down. Its expectation value is then equal in all states of the level.

*Only neighbouring levels are reached.* The function $p=|\mathbf x|^JY_{JM}$ is a homogeneous polynomial of degree $J$ with $\nabla^2p=0$. Write

$$x_ip=\Big[x_ip-\frac{|\mathbf x|^2\,\partial_ip}{2J+1}\Big]+\frac{|\mathbf x|^2\,\partial_ip}{2J+1}.$$

Here $\nabla^2(x_ip)=2\partial_ip$. Because $\partial_ip$ is harmonic of degree $J-1$, also $\nabla^2(|\mathbf x|^2\partial_ip)=[6+4(J-1)]\,\partial_ip=2(2J+1)\,\partial_ip$. The bracket is therefore harmonic, of degree $J+1$. On the unit sphere the first part belongs to level $J+1$ and the second to level $J-1$.

*The strengths add to one.* Since $\hat{\mathbf n}\cdot\hat{\mathbf n}=1$, the downward strength $s_J$ and the upward strength $u_J$ satisfy $s_J+u_J=1$. Summed over all states of both levels, the strength between $J$ and $J+1$ is the same read in either direction:

$$(2J+1)\,u_J=(2J+3)\,s_{J+1}.$$

Eliminating $u_J$ gives

$$s_{J+1}=\frac{2J+1}{2J+3}\,(1-s_J),\qquad s_0=0 .$$

This yields $s_1=1/3$ and $s_2=2/5$, which suggests $s_J=J/(2J+1)$. If that holds for $J$, then $1-s_J=(J+1)/(2J+1)$ and

$$s_{J+1}=\frac{J+1}{2J+3},$$

which is the same expression with $J$ replaced by $J+1$. The induction is complete and part (a) is shown.

For a molecule in $J=1$, one third of the strength of $\hat{\mathbf n}$ leads down to $J=0$ and two thirds lead up to $J=2$. The upward part cannot produce emission, since it would need energy. This is the meaning of the second 3.

### The number

Collecting the factors,

$$A_{J+1\to J}=\frac{4\omega^3\mu^2}{3\hbar c^3}\,\frac{J+1}{2J+3}.$$

Write $\mu=ep$, with $p$ a length. In Rydberg units $\mu^2=2p^2$ and $1/c^3=\alpha^3/8$, so the prefactor is $\tfrac43\cdot2\cdot\tfrac18\,\alpha^3=\alpha^3/3$:

$$A_{10}=\frac{\alpha^3}{3}\,\omega^3p^2\times\frac13 .$$

One debye is $10^{-18}$ in Gaussian units (esu cm). Dividing 0.11 debye by $ea_0$ gives $p=0.04328\,a_0$: the dipole equals that of one elementary charge displaced by about a twenty-third of a Bohr radius. The factors are

- $\alpha^3/3=1.2953\times10^{-7}$,
- $\omega^3=4.3203\times10^{-14}$ Ry³,
- $p^2=1.8729\times10^{-3}\,a_0^2$.

Their product, divided by 3, is $A_{10}=3.494\times10^{-24}$ Ry/$\hbar$. With 1 Ry/$\hbar=2.06707\times10^{16}\ \text{s}^{-1}$,

$$A_{10}=7.2\times10^{-8}\ \text{s}^{-1}.$$

The ratio $A_{10}/\omega$ is about $10^{-19}$, so the condition $A\ll\omega$ is amply met. In the absence of other processes the population of $J=1$ decays as $e^{-A_{10}t}$, with a lifetime $1/A_{10}$ of about 160 days. The factor $\alpha^3/3$ is common to every electric-dipole transition. Compared with an electronic transition in visible light, where $\omega$ is 0.13 to 0.23 Ry, and with a transition dipole of $p\approx1\,a_0$, the slowness has two main sources. The small dipole enters squared and costs a factor $1/p^2$ of about 500, and the line-strength factor a further 3. The low frequency enters cubed and costs a factor of order $10^{11}$.

Leaving out the line-strength factor would give $2.2\times10^{-7}\ \text{s}^{-1}$. That is the rate for a transition dipole equal to the full $\mu$, which a rotor in $J=1$ does not have.

### How many digits

The rate varies as $\mu^2$. A dipole quoted as 0.11 debye may lie anywhere from 0.105 to 0.115 debye, and the rate then runs from $6.6\times10^{-8}$ to $7.9\times10^{-8}\ \text{s}^{-1}$, about 9% either way from the central value. The bond length enters through $\omega^3\propto r^{-6}$: at fixed dipole, a change of a full unit in its last digit gives $7.62\times10^{-8}$ at 1.12 Å and $6.85\times10^{-8}\ \text{s}^{-1}$ at 1.14 Å. A change of half a unit, as used for the dipole, moves the rate by about $6\times0.005/1.13$, under 3% of the central value, so the dipole is the larger source of uncertainty. With both inputs at their half-unit limits the rate runs from $6.4\times10^{-8}$ to $8.1\times10^{-8}\ \text{s}^{-1}$. The data support one digit at most: $A_{10}$ is about $7\times10^{-8}\ \text{s}^{-1}$, uncertain by roughly one unit in that digit, since a dipole above 0.112 debye already gives a rate that rounds to $8\times10^{-8}\ \text{s}^{-1}$.

The result also rests on the absence of other radiation. If the modes at frequency $\omega$ already hold $\bar n$ photons on average, the squared matrix element of $a^\dagger$ is $\bar n+1$ instead of 1, and the emission rate becomes $A_{10}(1+\bar n)$. For thermal radiation with $k_BT\gg\hbar\omega$, $\bar n\approx k_BT/\hbar\omega$ is large and stimulated emission outweighs spontaneous emission. The coefficient $A_{10}$ itself is unchanged. Thermal radiation can also lift the molecule from $J=1$ to $J=2$, and collisions, where they occur, can empty the level too.

## Variation 1: the J = 2 to 1 line

*How much faster does the level $J=2$ decay?*

The gap is $2B(J+1)$ with $J=1$, twice the previous one, so $\omega^3$ grows by 8. The line-strength factor changes from $1/3$ to $2/5$. Hence

$$\frac{A_{21}}{A_{10}}=8\times\frac{2/5}{1/3}=9.6,\qquad A_{21}=6.9\times10^{-7}\ \text{s}^{-1}.$$

Direct emission from $J=2$ to $J=0$ does not occur in this dipole model, because $\hat{\mathbf n}$ connects neighbouring levels only. The lifetime of $J=2$ is therefore $160/9.6$, or about 17 days. For any $J$ of the rigid rotor the same reasoning gives

$$\frac{A_{J+1\to J}}{A_{10}}=\frac{3(J+1)^4}{2J+3},$$

which grows as $\tfrac32J^3$ for large $J$. Almost all of the gain comes from the frequency: the line-strength factor rises only from $1/3$ towards $1/2$.

## Variation 2: the classical limit

*Compare the radiated power at large $J$ with that of a classical rotating dipole.*

Far from a classical dipole $\mathbf d(t)$, at distance $R$, the radiated electric field has magnitude $|\ddot{\mathbf d}|\sin\vartheta/(c^2R)$, where $\vartheta$ is the angle between $\ddot{\mathbf d}$ and the line of sight. The energy flux is $cE^2/4\pi$. Integrating over a sphere, with $\int\sin^2\vartheta\,d\Omega=8\pi/3$,

$$P_{\text{cl}}=\frac{c}{4\pi}\cdot\frac{|\ddot{\mathbf d}|^2}{c^4}\cdot\frac{8\pi}{3}=\frac{2|\ddot{\mathbf d}|^2}{3c^3}=\frac{2\mu^2\omega^4}{3c^3},$$

since a dipole of fixed length turning at angular velocity $\omega$ has $|\ddot{\mathbf d}|=\mu\omega^2$. The quantum rotor emits energy $\hbar\omega$ at the rate $A$, so

$$\frac{\hbar\omega A}{P_{\text{cl}}}=\frac43\cdot\frac32\cdot\frac{J+1}{2J+3}=\frac{2J+2}{2J+3}=1-\frac1{2J+3}.$$

The frequencies agree as well: $\omega=2B(J+1)/\hbar=\hbar(J+1)/I$ is the angular velocity of a classical rotor with angular momentum $\hbar(J+1)$, which lies between those of the two levels.

At $J=500$ the ratio is 0.9990. That value describes the ideal rigid rotor; its energy $BJ(J+1)$ at that $J$ is about 4 Ry, several times the binding energy of CO (about 0.8 Ry), so a real molecule would stretch and break apart before reaching such a $J$. At $J=0$ the ratio is $2/3$, so even for the slowest line the classical formula, used at the quantum frequency, gives the right order of magnitude.
